# The open-circuit Lorenz number of elastic electron transport: a program that tests the result

```python
"""
Result under test: for elastic electron transport the open-circuit Lorenz
number L = kappa/(sigma*T) equals Var(E)/(e^2 T^2). The variance is taken with
the weight sigma(E)*(-df/dE), where sigma(E) is the spectral conductivity,
f the Fermi function, T the temperature, mu the electrochemical potential.
Energies are in eV, so Var(E)/T^2 is directly in V^2/K^2.
The conduction edge is the zero of energy unless a shift is stated.
Example: two-band film with rough bismuth-telluride-like parameters.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq
from scipy.special import expit

KB = const.k / const.e                 # eV/K, also V/K
T0 = 300.0                             # K
GAP = 0.15                             # eV
MASS = 0.6                             # density-of-states mass / m0
MOB_N, MOB_P = 1000.0, 500.0           # cm^2/Vs, nondegenerate, at T0
LATTICE = 1.5                          # W/(m K), rough
PHONON = 0.012                         # eV, rough optical phonon energy
NODE, NODE_W = np.polynomial.legendre.leggauss(240)
NODE, NODE_W = (NODE + 1) / 2, NODE_W / 2


def band_states(T):
    """Effective density of states of one band, 1/m^3."""
    return 2 * (2 * np.pi * MASS * const.m_e * const.k * T / const.h**2)**1.5


# Acoustic scattering: sigma(E) = A * (distance from edge)/(kB T).
# A is independent of T because mobility falls as T^-1.5.
A_N = const.e * band_states(T0) * MOB_N * 1e-4     # S/m
A_P = const.e * band_states(T0) * MOB_P * 1e-4     # S/m


def density(eta, T):
    """Carrier density for reduced Fermi level eta measured into the band."""
    top = np.sqrt(45 + max(eta, 0))
    u = top * NODE
    integral = np.sum(top * NODE_W * 2 * u**2 * expit(eta - u**2))
    return band_states(T) * 2 / np.sqrt(np.pi) * integral


def band_weights(mu, T, alpha=0.0, hole_scale=1.0):
    """Energies and quadrature weights sigma(E)(-df/dE)dE for both bands."""
    kT = KB * T
    bands = []
    for sign, edge, A in ((1, 0.0, A_N), (-1, -GAP, A_P * hole_scale)):
        span = 45 * kT + max(sign * (mu - edge), 0)
        eps = span * NODE
        spectral = A * eps / kT * (1 + alpha * eps) / (1 + 2 * alpha * eps)**2
        E = edge + sign * eps
        slope = 1 / (4 * kT * np.cosh((E - mu) / (2 * kT))**2)
        bands.append((E, spectral * slope * span * NODE_W))
    return bands


def stats(E, W):
    total = W.sum()
    mean = (W * E).sum() / total
    return total, mean, (W * (E - mean)**2).sum() / total


def both_bands(mu, T, **options):
    bands = band_weights(mu, T, **options)
    return stats(np.concatenate([b[0] for b in bands]),
                 np.concatenate([b[1] for b in bands]))


def fluxes(E, spectral, mu, T, dmu, dT):
    """Particle and energy flux through a thin element, full Fermi functions."""
    hot = expit(-(E - mu - dmu / 2) / (KB * (T + dT / 2)))
    cold = expit(-(E - mu + dmu / 2) / (KB * (T - dT / 2)))
    drive = spectral * (hot - cold)
    return trapezoid(drive, E), trapezoid(drive * E, E)


def open_circuit(E, spectral, mu, T, dT=0.2):
    """Measured Lorenz number and Seebeck coefficient at zero current."""
    dmu = brentq(lambda d: fluxes(E, spectral, mu, T, d, dT)[0],
                 -0.01, 0.01, xtol=1e-17)
    energy_flux = fluxes(E, spectral, mu, T, dmu, dT)[1]
    small = 1e-5                       # eV, isothermal conductance probe
    sigma = fluxes(E, spectral, mu, T, small, 0.0)[0] / small
    return energy_flux / (sigma * T * dT), dmu / dT, sigma


def spectral_sum(E, shift=0.0):
    above = np.maximum(E - shift, 0)
    below = np.maximum(-GAP + shift - E, 0)
    return (A_N * above + A_P * below) / (KB * T0)


# --- Drift terms of the Boltzmann equation reduce to v df/dx at fixed E
x, p = sp.symbols("x p", real=True)
pot, chem, temp = x / 3 + x**2 / 10, sp.sin(x) / 5, 1 + x / 10
total_E = p**2 / 2 + pot
fermi = 1 / (sp.exp((total_E - chem) / temp) + 1)
drift = p * sp.diff(fermi, x) - sp.diff(pot, x) * sp.diff(fermi, p)
claimed = p * fermi * (1 - fermi) / temp * (
    sp.diff(chem, x) + (total_E - chem) / temp * sp.diff(temp, x))
for point in ((0.3, 0.7), (1.1, -1.4), (-0.8, 2.0)):
    gap_value = (drift - claimed).subs({x: point[0], p: point[1]})
    assert abs(float(gap_value)) < 1e-12

# --- Elastic anisotropic scattering on one shell: D = v^2 tau/3 with v = 1
cosine, cos_w = np.polynomial.legendre.leggauss(12)
azimuth = 2 * np.pi * np.arange(16) / 16
sine = np.sqrt(1 - cosine**2)
turn = (cosine[:, None, None] * cosine[None, :, None]
        + sine[:, None, None] * sine[None, :, None] * np.cos(azimuth))


def kernel(c):
    return 1 + 0.9 * c + 0.5 * c**2


out_rate = 0.5 * np.sum(cos_w * kernel(cosine))
collision = (out_rate * np.eye(12)
             - 0.5 * kernel(turn).mean(axis=2) * cos_w[None, :])
response = np.linalg.lstsq(collision, cosine, rcond=1e-10)[0]
diffusion = 0.5 * np.sum(cos_w * cosine * response)
tau = 1 / (0.5 * np.sum(cos_w * kernel(cosine) * (1 - cosine)))
assert abs(diffusion / (tau / 3) - 1) < 1e-10

# --- Open-circuit experiment against the variance, for several mu
grid = np.linspace(-1.3, 1.2, 200001)
levels = (0.05, 0.0, -0.05, -0.075)
table = []
for mu in levels:
    sigma, mean, var = both_bands(mu, T0)
    L_found, S_found, sigma_found = open_circuit(
        grid, spectral_sum(grid), mu, T0)
    S = -(mean - mu) / T0
    assert abs(sigma_found / sigma - 1) < 1e-4
    assert abs(L_found / (var / T0**2) - 1) < 1e-4
    assert abs(S_found - S) < 1e-4 * abs(S) + 1e-9
    (sc, mc, vc), (sv, mv, vv) = [stats(*b) for b in band_weights(mu, T0)]
    pc, pv = sc / sigma, sv / sigma
    within, between = pc * vc + pv * vv, pc * pv * (mc - mv)**2
    assert abs((within + between) / var - 1) < 1e-10
    table.append((mu, sigma, S, var / T0**2, within / T0**2,
                  between / T0**2, pv, mc - mv))
    if mu == 0.0:
        L_main_found = L_found

# --- Main case: mu at the conduction edge
mu0 = 0.0
sigma0, mean0, var0 = both_bands(mu0, T0)
L0, S0 = var0 / T0**2, -(mean0 - mu0) / T0
kappa0 = L0 * sigma0 * T0
E_all = np.concatenate([b[0] for b in band_weights(mu0, T0)])
W_all = np.concatenate([b[1] for b in band_weights(mu0, T0)]) / sigma0
pair = 0.5 * W_all @ (E_all[:, None] - E_all[None, :])**2 @ W_all
assert abs(pair / var0 - 1) < 1e-9

# --- Energy zero moved: open circuit unchanged, short circuit changed
SHIFT = -4.5                           # eV
grid_s = grid + SHIFT
L_shifted = open_circuit(grid_s, spectral_sum(grid_s, SHIFT),
                         mu0 + SHIFT, T0)[0]
assert abs(L_shifted / L_main_found - 1) < 1e-6
dT = 0.2
n_flux, e_flux = fluxes(grid, spectral_sum(grid), mu0, T0, 0.0, dT)
short_heat = (e_flux - mu0 * n_flux) / (sigma0 * T0 * dT)
assert abs(short_heat / (L0 + S0**2) - 1) < 1e-4
e_flux_s = fluxes(grid_s, spectral_sum(grid_s, SHIFT),
                  mu0 + SHIFT, T0, 0.0, dT)[1]
short_shifted = e_flux_s / (sigma0 * T0 * dT)
assert abs(short_shifted / short_heat - 1) > 1

# --- Limits of one band and of a narrow conducting window
unit = KB**2
cond_low = stats(*band_weights(-12 * KB * T0, T0)[0])
cond_high = stats(*band_weights(58 * KB * T0, T0)[0])
L_low, L_high = cond_low[2] / T0**2, cond_high[2] / T0**2
assert abs(L_low / (2 * unit) - 1) < 1e-4
assert abs(L_high / (np.pi**2 / 3 * unit) - 1) < 2e-3
drude = const.e * density(-12.0, T0) * MOB_N * 1e-4
assert abs(cond_low[0] / drude - 1) < 1e-4
WIDTH = 0.005                          # eV
window = np.linspace(0.06 - WIDTH / 2, 0.06 + WIDTH / 2, 20001)
L_window = open_circuit(window, np.ones_like(window), 0.0, T0)[0]
assert abs(L_window / (WIDTH**2 / 12 / T0**2) - 1) < 0.01

# --- Neglected: nonparabolic bands, sigma(E) proportional to velocity^2
alpha = 1 / GAP


def kane_energy(k):
    return (np.sqrt(1 + 4 * alpha * k**2) - 1) / (2 * alpha)


eps_test = 0.05
k_test = np.sqrt(eps_test * (1 + alpha * eps_test))
speed = (kane_energy(k_test + 1e-5) - kane_energy(k_test - 1e-5)) / 2e-5
kane_form = (eps_test * (1 + alpha * eps_test)
             / (1 + 2 * alpha * eps_test)**2)
assert abs(speed**2 / 4 / kane_form - 1) < 1e-6
L_kane = both_bands(mu0, T0, alpha=alpha)[2] / T0**2

# --- Neglected: other hole/electron ratio, and 400 K at fixed doping
L_aniso = both_bands(mu0, T0, hole_scale=2.0)[2] / T0**2
T_HOT = 400.0


def net_charge(mu, T):
    kT = KB * T
    return density(mu / kT, T) - density((-GAP - mu) / kT, T)


doping = net_charge(mu0, T0)
mu_hot = brentq(lambda m: net_charge(m, T_HOT) - doping, -0.3, 0.3)
L_hot = both_bands(mu_hot, T_HOT)[2] / T_HOT**2

# --- Neglected: inelastic polar-phonon scattering in the conduction band
kT = KB * T0
steps, count = 12, 700
eps = (np.arange(count) + 0.5) * (PHONON / steps) / kT
occ = expit(mu0 / kT - eps)
wave = np.sqrt(eps)
base = eps * occ * (1 - occ)           # both source and acoustic collision
low, up = np.arange(count - steps), np.arange(steps, count)
kk = wave[low] * wave[up]
ratio = (eps[low] + eps[up]) / (2 * kk)
log_term = np.log((ratio + 1) / (ratio - 1))
exchange = kk / np.expm1(PHONON / kT) * occ[low] * (1 - occ[up])
leave = exchange * log_term / (2 * kk)
arrive = exchange * (ratio * log_term - 2) / (2 * kk)
polar_diag = np.zeros(count)
polar_diag[low] += leave
polar_diag[up] += leave
near = np.argmin(abs(eps - 1))
equal_rates = base[near] / polar_diag[near]


def inelastic(strength, offset=0.0):
    """True variance-like Lorenz number, variance rule, pair deficit."""
    matrix = np.diag(base + strength * polar_diag)
    matrix[low, up] -= strength * arrive
    matrix[up, low] -= strength * arrive
    scale = 1 / np.sqrt(base)
    green = np.linalg.inv(matrix * np.outer(scale, scale))
    assert green.min() > -1e-12
    R = green * np.outer(base * scale, base * scale)
    R /= R.sum()
    e = eps + offset
    weight = R.sum(axis=1)
    mean = weight @ e
    deficit = 0.5 * np.sum(R * (e[:, None] - e[None, :])**2)
    return (e @ R @ e - mean**2) * unit, \
        (weight @ e**2 - mean**2) * unit, deficit * unit


L_cond = stats(*band_weights(mu0, T0)[0])[2] / T0**2
assert abs(inelastic(0.0)[0] / L_cond - 1) < 1e-3
L_true, L_rule, L_deficit = inelastic(equal_rates)
assert 0 < L_true < L_rule
assert abs((L_rule - L_deficit) / L_true - 1) < 1e-9
assert abs(inelastic(equal_rates, 50.0)[0] / L_true - 1) < 1e-8


def show(label, value, unit_name, form=".4g"):
    print(f"{label}: {value:{form}} {unit_name}")


LU = "1e-8 V^2/K^2"
print("INPUTS (rough, bismuth-telluride-like film)")
show("temperature", T0, "K")
show("gap", GAP, "eV")
show("density-of-states mass", MASS, "m0")
show("electron mobility", MOB_N, "cm^2/Vs")
show("hole mobility", MOB_P, "cm^2/Vs")
show("kB*T", kT * 1e3, "meV")
show("band density of states", band_states(T0) * 1e-6, "cm^-3")
show("prefactor A electrons", A_N / 100, "S/cm")
show("prefactor A holes", A_P / 100, "S/cm")
print("MAIN CASE, mu at conduction edge")
show("electron density", density(0.0, T0) * 1e-6, "cm^-3")
show("conductivity", sigma0 / 100, "S/cm")
show("mean energy above mu", (mean0 - mu0) * 1e3, "meV")
show("energy standard deviation", np.sqrt(var0) * 1e3, "meV")
show("Seebeck coefficient", S0 * 1e6, "uV/K")
show("L from variance", L0 * 1e8, LU, ".5f")
show("L from open-circuit run", L_main_found * 1e8, LU, ".5f")
show("L, energy zero moved", L_shifted * 1e8, LU, ".5f")
show("energy-zero shift", SHIFT, "eV")
show("short-circuit heat coefficient", short_heat * 1e8, LU)
show("short-circuit energy, moved zero", short_shifted * 1e8, LU)
show("electronic heat conductivity", kappa0, "W/(m K)")
show("rough lattice conductivity", LATTICE, "W/(m K)")
show("electronic share of total", 100 * kappa0 / (kappa0 + LATTICE), "%")
print("TABLE: mu-Ec meV | sigma S/cm | S uV/K |")
print("  L, within bands, between bands (1e-8 V^2/K^2) |")
print("  hole share of sigma | mean-energy separation meV")
for mu, s, S, L, wi, be, pv, sep in table:
    print(f"{mu*1e3:.0f} | {s/100:.1f} | {S*1e6:.1f} | {L*1e8:.3f}, "
          f"{wi*1e8:.3f}, {be*1e8:.3f} | {pv:.5f} | {sep*1e3:.1f}")
print("LIMITS")
show("one band, nondegenerate L", L_low * 1e8, LU)
show("one band, mu 58 kB*T above edge, L", L_high * 1e8, LU)
show("pi^2/3 (kB/e)^2", np.pi**2 / 3 * unit * 1e8, LU)
show("window width", WIDTH * 1e3, "meV")
show("window L", L_window * 1e8, LU)
print("NEGLECTED EFFECTS, main case")
show("L nonparabolic bands", L_kane * 1e8, LU)
show("  change", 100 * (L_kane / L0 - 1), "%", ".1f")
show("L hole/electron ratio doubled", L_aniso * 1e8, LU)
show("  change", 100 * (L_aniso / L0 - 1), "%", ".1f")
show("mu-Ec at 400 K, fixed doping", mu_hot * 1e3, "meV")
show("L at 400 K", L_hot * 1e8, LU)
show("  change", 100 * (L_hot / L0 - 1), "%", ".1f")
show("optical phonon energy", PHONON * 1e3, "meV")
show("conduction band L, acoustic only", L_cond * 1e8, LU)
show("with polar phonons, true L", L_true * 1e8, LU)
show("with polar phonons, variance rule", L_rule * 1e8, LU)
show("  rule too high by", 100 * (L_rule / L_true - 1), "%", ".1f")
print("finished without a failed check")
```

Output:

```
INPUTS (rough, bismuth-telluride-like film)
temperature: 300 K
gap: 0.15 eV
density-of-states mass: 0.6 m0
electron mobility: 1000 cm^2/Vs
hole mobility: 500 cm^2/Vs
kB*T: 25.85 meV
band density of states: 1.166e+19 cm^-3
prefactor A electrons: 1869 S/cm
prefactor A holes: 934.3 S/cm
MAIN CASE, mu at conduction edge
electron density: 8.924e+18 cm^-3
conductivity: 1298 S/cm
mean energy above mu: 60.78 meV
energy standard deviation: 40.02 meV
Seebeck coefficient: -202.6 uV/K
L from variance: 1.77931 1e-8 V^2/K^2
L from open-circuit run: 1.77931 1e-8 V^2/K^2
L, energy zero moved: 1.77931 1e-8 V^2/K^2
energy-zero shift: -4.5 eV
short-circuit heat coefficient: 5.884 1e-8 V^2/K^2
short-circuit energy, moved zero: -298 1e-8 V^2/K^2
electronic heat conductivity: 0.6929 W/(m K)
rough lattice conductivity: 1.5 W/(m K)
electronic share of total: 31.6 %
TABLE: mu-Ec meV | sigma S/cm | S uV/K |
  L, within bands, between bands (1e-8 V^2/K^2) |
  hole share of sigma | mean-energy separation meV
50 | 3866.7 | -114.4 | 1.857, 1.847, 0.010 | 0.00011 | 286.1
0 | 1298.0 | -202.6 | 1.779, 1.613, 0.167 | 0.00217 | 263.1
-50 | 271.6 | -284.3 | 6.300, 1.509, 4.791 | 0.07114 | 255.4
-75 | 150.0 | -141.6 | 17.525, 1.495, 16.030 | 0.33333 | 254.8
LIMITS
one band, nondegenerate L: 1.485 1e-8 V^2/K^2
one band, mu 58 kB*T above edge, L: 2.441 1e-8 V^2/K^2
pi^2/3 (kB/e)^2: 2.443 1e-8 V^2/K^2
window width: 5 meV
window L: 0.002311 1e-8 V^2/K^2
NEGLECTED EFFECTS, main case
L nonparabolic bands: 1.328 1e-8 V^2/K^2
  change: -25.4 %
L hole/electron ratio doubled: 1.944 1e-8 V^2/K^2
  change: 9.3 %
mu-Ec at 400 K, fixed doping: -16.59 meV
L at 400 K: 2.705 1e-8 V^2/K^2
  change: 52.0 %
optical phonon energy: 12 meV
conduction band L, acoustic only: 1.613 1e-8 V^2/K^2
with polar phonons, true L: 1.648 1e-8 V^2/K^2
with polar phonons, variance rule: 1.673 1e-8 V^2/K^2
  rule too high by: 1.5 %
finished without a failed check
```
